**Mass bias from wide field windows in quantum-oscillation analysis**

For a Hann window of width L centred at x_c in 1/B, the program examines the law m_app/m − 1 = s²(β − X_D) + O(s⁴). Here m_app is the mass fitted at x_c, s is the rms window width divided by x_c, X_D = α m T_D x_c is the Dingle exponent, and β is a regression coefficient set by the temperatures. The program asserts the thermal and Dingle factors against their defining integrals, the fourth-order remainder of the law against quadrature followed by a fit, and the positive bias at weak damping. It also runs background removal, windowed transform and amplitude fits on 40 noisy synthetic data sets, and asserts that the mean frequency and masses agree with the expected values within stated tolerances. For a true mass of 0.6 m_e, the window from 6 to 30 T gives 0.519 m_e on average, with a scatter of only 0.0003 m_e. A joint fit of window-averaged amplitudes from four sub-windows returns 0.6001 m_e and a Dingle temperature of 2.000 K, against an input of 2 K.

## Numerical check

```python
"""Quantum-oscillation analysis: frequency, mass and wide-window mass bias.

Signal: background(B,T) + C*RD*RT*cos(2 pi (F/B - 1/2)), x = 1/B,
RT = X/sinh X, X = alpha*m*T*x, RD = exp(-alpha*m*TD*x), m in units of m_e.
A Hann window of width L centred at xc is transformed in x. The peak
amplitudes are fitted to const*RT evaluated at xc. Result under test:
  m_apparent/m - 1 = s^2 (beta - XD - q) + O(s^4),
s = rms window width / xc, XD = alpha*m*TD*xc, q = power of an extra B^q,
beta = coefficient of X R' in the regression of X^2 R''/2 on (R, X R').
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import least_squares, minimize_scalar

ALPHA = 2*np.pi**2*const.k*const.m_e/(const.hbar*const.e)   # tesla/kelvin
FREQ, MASS, T_DINGLE, C_AMP = 600.0, 0.6, 2.0, 10.0
NOISE, N_RUNS, DEGREE = 0.05, 40, 6
TEMPS = np.arange(1, 9)*0.5
B_LOW, B_HIGH = 6.0, 30.0
XC = 0.5*(1/B_LOW + 1/B_HIGH)
L_WIDE = 1/B_LOW - 1/B_HIGH
WIDTHS = [0.02, 0.04, 0.08, L_WIDE]
HANN_VAR = 1/12 - 1/(2*np.pi**2)          # variance / width^2
NODES, GAUSS = np.polynomial.legendre.leggauss(60)


def r0(X):
    return X/np.sinh(X)


def r1(X):
    return (1 - X/np.tanh(X))/np.sinh(X)


def r2(X):
    coth, csch = 1/np.tanh(X), 1/np.sinh(X)
    return csch*(-2*coth + X*(coth**2 + csch**2))


def averaged_amplitude(m, td, temps, xc, width, q=0.0):
    """Hann average of RD*RT*(B/Bc)^q by Gauss-Legendre quadrature."""
    x = xc + 0.5*width*NODES
    weight = GAUSS*0.5*(1 + np.cos(np.pi*NODES))
    envelope = weight*np.exp(-ALPHA*m*td*x)*(x/xc)**(-q)
    return r0(ALPHA*m*np.outer(temps, x)) @ envelope


def fit_mass(temps, amplitudes, x_ref):
    """Least-squares fit of const*RT at a single reference 1/B."""
    data = amplitudes/amplitudes[0]

    def residual(p):
        return p[0]*r0(ALPHA*p[1]*temps*x_ref) - data

    def jacobian(p):
        X = ALPHA*p[1]*temps*x_ref
        return np.column_stack([r0(X), p[0]*X*r1(X)/p[1]])

    fit = least_squares(residual, [1.0, 0.5], jac=jacobian, method='lm',
                        ftol=1e-15, xtol=1e-15, gtol=1e-15)
    return fit.x[1]


def bias_formula(temps, td, width, q=0.0):
    X = ALPHA*MASS*temps*XC
    columns = np.column_stack([r0(X), X*r1(X)])
    beta = np.linalg.lstsq(columns, 0.5*X**2*r2(X), rcond=None)[0][1]
    s2 = HANN_VAR*(width/XC)**2
    return beta, s2*(beta - ALPHA*MASS*td*XC - q)


def quadrature_bias(temps, td, width, q=0.0):
    amp = averaged_amplitude(MASS, td, temps, XC, width, q)
    return fit_mass(temps, amp, XC)/MASS - 1


# ---------- damping factors from their definitions ----------
for X in (0.5, 2.0, 4.0):
    thermal = 2*quad(lambda t: 0.25/np.cosh(t/2)**2*np.cos(X*t/np.pi),
                     0, 80, limit=400)[0]
    assert abs(thermal - r0(X)) < 1e-8
    h = 1e-4
    assert abs((r0(X+h) - r0(X-h))/(2*h) - r1(X)) < 1e-6
    assert abs((r0(X+h) - 2*r0(X) + r0(X-h))/h**2 - r2(X)) < 1e-6
cyclotron = const.hbar*const.e/(XC*MASS*const.m_e)          # joule
gamma = np.pi*const.k*T_DINGLE/cyclotron
dingle = 2*quad(lambda e: gamma/np.pi/(e*e + gamma**2), 0, np.inf,
                weight='cos', wvar=2*np.pi)[0]
X_D = ALPHA*MASS*T_DINGLE*XC
assert abs(dingle - np.exp(-X_D)) < 1e-6

# ---------- window properties ----------
hann = GAUSS*0.5*(1 + np.cos(np.pi*NODES))
assert abs(hann @ (NODES/2)**2 - HANN_VAR) < 1e-12
assert abs(abs(hann @ np.exp(1j*np.pi*NODES)) - 0.5) < 1e-10

# a positive envelope leaves the peak frequency in place
u, g = np.polynomial.legendre.leggauss(600)
x_fine = XC + 0.5*L_WIDE*u
signal = (g*0.5*(1 + np.cos(np.pi*u))*np.exp(-ALPHA*MASS*T_DINGLE*x_fine)
          * r0(ALPHA*MASS*2.0*x_fine)*np.cos(2*np.pi*(FREQ*x_fine - 0.5)))
peak = minimize_scalar(
    lambda f: -abs(signal @ np.exp(-2j*np.pi*f*x_fine)),
    bounds=(FREQ-5, FREQ+4), method='bounded', options={'xatol': 1e-8}).x
assert abs(peak - FREQ) < 1e-3

# ---------- second-order bias law against quadrature plus fit ----------
beta_main = bias_formula(TEMPS, T_DINGLE, 0.02)[0]
errors = [quadrature_bias(TEMPS, T_DINGLE, w)
          - bias_formula(TEMPS, T_DINGLE, w)[1] for w in (0.02, 0.01)]
order_ratio = errors[0]/errors[1]
assert 13 < order_ratio < 19              # remainder is fourth order
with_q = quadrature_bias(TEMPS, T_DINGLE, 0.01, 0.5)
assert abs(with_q/bias_formula(TEMPS, T_DINGLE, 0.01, 0.5)[1] - 1) < 0.02
cold = TEMPS/20
beta_cold, cold_formula = bias_formula(cold, 0.0, 0.04)
cold_bias = quadrature_bias(cold, 0.0, 0.04)
assert abs(beta_cold - 0.5) < 0.03 and cold_bias > 0
assert abs(cold_bias/cold_formula - 1) < 0.03

# effective field of the widest window rises with temperature
x_nodes = XC + 0.5*L_WIDE*NODES
effective_x = []
for t in (TEMPS[0], TEMPS[-1]):
    p = hann*np.exp(-ALPHA*MASS*T_DINGLE*x_nodes)*r0(ALPHA*MASS*t*x_nodes)
    effective_x.append(p @ x_nodes/p.sum())
assert effective_x[1] < effective_x[0] < XC


# ---------- the complete algorithm on sampled data ----------
class Window:
    def __init__(self, xc, width, n=4096):
        self.xc, self.width = xc, width
        v = np.linspace(-1, 1, n)
        self.x = xc + 0.5*width*v
        self.dx = self.x[1] - self.x[0]
        w = 1 + np.cos(np.pi*v)
        self.w = w/w.sum()
        self.basis = np.linalg.qr(np.polynomial.legendre.legvander(v, DEGREE))[0]

    def detrend(self, y):
        return y - self.basis @ (self.basis.T @ y)

    def amplitude(self, y, f):
        return 2*np.abs((self.w*np.exp(-2j*np.pi*f*self.x)) @ y)

    def coarse_peak(self, y):
        size = 8*len(self.x)
        spectrum = np.abs(np.fft.rfft(self.w*y, size))
        return np.fft.rfftfreq(size, self.dx)[np.argmax(spectrum)]

    def find_frequency(self, y):
        f0 = self.coarse_peak(y)
        return minimize_scalar(lambda f: -self.amplitude(y, f),
                               bounds=(f0-2, f0+2), method='bounded',
                               options={'xatol': 1e-7}).x


field = np.linspace(5.9, 31.0, 12551)
b_sat = 10.0
ratio2 = (field/b_sat)**2
background = (100 + 0.2*TEMPS**2)[None, :] + (60*ratio2/(1+ratio2))[:, None]
damping = (np.exp(-ALPHA*MASS*T_DINGLE/field)[:, None]
           * r0(ALPHA*MASS*TEMPS[None, :]/field[:, None]))
clean = background + C_AMP*damping*np.cos(2*np.pi*(FREQ/field - 0.5))[:, None]

centred = [Window(XC, w) for w in WIDTHS]
sub_width = L_WIDE/4
parts = [Window(1/B_HIGH + (j+0.5)*sub_width, sub_width) for j in range(4)]
wide = centred[-1]


def analyse(data):
    spline = CubicSpline(field, data)
    y_wide = wide.detrend(spline(1/wide.x))
    f = wide.find_frequency(y_wide[:, 0])
    amps = [w.amplitude(w.detrend(spline(1/w.x)), f) for w in centred + parts]
    return f, np.array(amps)


def joint_fit(amps):
    def residual(p):
        model = [p[2]*averaged_amplitude(p[0], p[1], TEMPS, w.xc, w.width)
                 for w in parts]
        return (np.array(model) - amps).ravel()
    return least_squares(residual, [0.5, 1.0, 5.0], method='lm').x


f_clean, amps_clean = analyse(clean)
expected = np.array([C_AMP*averaged_amplitude(MASS, T_DINGLE, TEMPS, w.xc,
                                              w.width) for w in centred + parts])
pipeline_error = np.max(np.abs(amps_clean/expected - 1))
assert pipeline_error < 2e-3 and abs(f_clean - FREQ) < 0.01

rng = np.random.default_rng(12345)
freqs, masses, joints = [], [], []
for run in range(N_RUNS):
    noisy = clean + NOISE*rng.standard_normal(clean.shape)
    f, amps = analyse(noisy)
    if run == 0:
        first_f, first_amps = f, amps
        raw = CubicSpline(field, noisy[:, 0])(1/wide.x)
        raw_peak = wide.coarse_peak(raw - raw.mean())
    freqs.append(f)
    masses.append([fit_mass(TEMPS, a, XC) for a in amps[:4]])
    joints.append(joint_fit(amps[4:]))
freqs, masses, joints = map(np.array, (freqs, masses, joints))
assert raw_peak < 50                       # background dominates if kept
assert abs(freqs.mean() - FREQ) < 0.02 and freqs.std(ddof=1) < 0.05

mean_m, std_m = masses.mean(axis=0), masses.std(axis=0, ddof=1)
exact_bias = np.array([quadrature_bias(TEMPS, T_DINGLE, w) for w in WIDTHS])
law_bias = np.array([bias_formula(TEMPS, T_DINGLE, w)[1] for w in WIDTHS])
root_n = np.sqrt(N_RUNS)
# allowance: four standard errors plus a small detrending error
assert np.all(np.abs(mean_m - MASS*(1 + exact_bias))
              < 4*std_m/root_n + 5e-4*MASS)
mean_j, std_j = joints.mean(axis=0), joints.std(axis=0, ddof=1)
assert abs(mean_j[0] - MASS) < 4*std_j[0]/root_n + 1e-3*MASS
assert abs(mean_j[1] - T_DINGLE) < 4*std_j[1]/root_n + 0.01

# arithmetic-mean field used as reference in the widest window
b_mean = 0.5*(B_LOW + B_HIGH)
mass_arith = fit_mass(TEMPS, first_amps[3], 1/b_mean)
factor = 1/(1 - (L_WIDE/(2*XC))**2)
assert abs(mass_arith/masses[0, 3] - factor) < 1e-5

# window width for a one per cent bias, checked by quadrature
L_ONE = XC*np.sqrt(0.01/(HANN_VAR*abs(beta_main - X_D)))
bias_one = quadrature_bias(TEMPS, T_DINGLE, L_ONE)
assert abs(abs(bias_one) - 0.01) < 0.001

print(f"alpha = {ALPHA:.4f} T/K")
print(f"input F = {FREQ:.0f} T, m = {MASS:.2f} m_e, T_D = {T_DINGLE:.1f} K")
print(f"input C = {C_AMP:.0f} ohm, noise rms = {NOISE:.2f} ohm")
print(f"background saturation field = {b_sat:.0f} T")
print(f"field samples = {len(field)}, step = {field[1]-field[0]:.4f} T")
print(f"noise realizations = {N_RUNS}, polynomial degree = {DEGREE}")
print(f"window centre x_c = {XC:.4f} 1/T")
print(f"X_D at centre = {X_D:.4f}")
print(f"X at centre, {TEMPS[0]} K and {TEMPS[-1]} K = "
      f"{ALPHA*MASS*TEMPS[0]*XC:.4f}, {ALPHA*MASS*TEMPS[-1]*XC:.4f}")
print(f"Hann variance / L^2 = {HANN_VAR:.6f}")
print(f"beta, main temperatures = {beta_main:.4f}")
print(f"beta, temperatures / 20 = {beta_cold:.4f}")
print(f"bias, temperatures / 20, T_D = 0, L = 0.04 1/T: {100*cold_bias:.4f} %")
print(f"remainder ratio on halving L = {order_ratio:.2f}")
print(f"raw spectrum peak (mean removed) = {raw_peak:.2f} T")
print(f"frequency, first run = {first_f:.4f} T")
print(f"frequency, mean and scatter = {freqs.mean():.4f}, "
      f"{freqs.std(ddof=1):.4f} T")
print(f"largest noise-free amplitude error = {100*pipeline_error:.4f} %")
print("first run: T (K), amplitude narrowest, widest (ohm)")
for t, a, b in zip(TEMPS, first_amps[0], first_amps[3]):
    print(f"  {t:.1f}  {a:.4f}  {b:.4f}")
for i, w in enumerate(WIDTHS):
    print(f"L = {w:.4f} 1/T: B = {1/(XC+w/2):.2f} to {1/(XC-w/2):.2f} T, "
          f"periods = {FREQ*w:.0f}")
    print(f"  s^2 = {HANN_VAR*(w/XC)**2:.5f}, peak width 2/L = {2/w:.1f} T")
    print(f"  bias: law {100*law_bias[i]:.3f} %, "
          f"quadrature {100*exact_bias[i]:.3f} %")
    print(f"  mass: first {masses[0, i]:.4f}, mean {mean_m[i]:.4f}, "
          f"scatter {std_m[i]:.4f} m_e")
print(f"effective field, widest, {TEMPS[0]} K = {1/effective_x[0]:.2f} T")
print(f"effective field, widest, {TEMPS[-1]} K = {1/effective_x[1]:.2f} T")
print(f"arithmetic mean field = {b_mean:.1f} T, mass factor = {factor:.4f}")
print(f"mass with arithmetic mean field, first run = {mass_arith:.4f} m_e")
print(f"joint fit mass: first {joints[0, 0]:.4f}, mean {mean_j[0]:.4f}, "
      f"scatter {std_j[0]:.4f} m_e")
print(f"joint fit T_D: first {joints[0, 1]:.4f}, mean {mean_j[1]:.4f}, "
      f"scatter {std_j[1]:.4f} K")
print(f"L for 1 % bias = {L_ONE:.4f} 1/T, periods = {FREQ*L_ONE:.1f}")
print(f"  B = {1/(XC+L_ONE/2):.2f} to {1/(XC-L_ONE/2):.2f} T, "
      f"quadrature bias = {100*bias_one:.3f} %")
print("all tests passed")
```

Printed output:

```
alpha = 14.6932 T/K
input F = 600 T, m = 0.60 m_e, T_D = 2.0 K
input C = 10 ohm, noise rms = 0.05 ohm
background saturation field = 10 T
field samples = 12551, step = 0.0020 T
noise realizations = 40, polynomial degree = 6
window centre x_c = 0.1000 1/T
X_D at centre = 1.7632
X at centre, 0.5 K and 4.0 K = 0.4408, 3.5264
Hann variance / L^2 = 0.032673
beta, main temperatures = -0.7258
beta, temperatures / 20 = 0.4929
bias, temperatures / 20, T_D = 0, L = 0.04 1/T: 0.2574 %
remainder ratio on halving L = 16.02
raw spectrum peak (mean removed) = 7.50 T
frequency, first run = 599.9991 T
frequency, mean and scatter = 600.0007, 0.0051 T
largest noise-free amplitude error = 0.0129 %
first run: T (K), amplitude narrowest, widest (ohm)
  0.5  1.6664  1.8234
  1.0  1.5140  1.6818
  1.5  1.3048  1.4883
  2.0  1.0709  1.2692
  2.5  0.8524  1.0603
  3.0  0.6582  0.8705
  3.5  0.4914  0.6996
  4.0  0.3596  0.5610
L = 0.0200 1/T: B = 9.09 to 11.11 T, periods = 12
  s^2 = 0.00131, peak width 2/L = 100.0 T
  bias: law -0.325 %, quadrature -0.325 %
  mass: first 0.5969, mean 0.5978, scatter 0.0009 m_e
L = 0.0400 1/T: B = 8.33 to 12.50 T, periods = 24
  s^2 = 0.00523, peak width 2/L = 50.0 T
  bias: law -1.301 %, quadrature -1.294 %
  mass: first 0.5907, mean 0.5921, scatter 0.0007 m_e
L = 0.0800 1/T: B = 7.14 to 16.67 T, periods = 48
  s^2 = 0.02091, peak width 2/L = 25.0 T
  bias: law -5.205 %, quadrature -5.094 %
  mass: first 0.5684, mean 0.5694, scatter 0.0004 m_e
L = 0.1333 1/T: B = 6.00 to 30.00 T, periods = 80
  s^2 = 0.05808, peak width 2/L = 15.0 T
  bias: law -14.457 %, quadrature -13.562 %
  mass: first 0.5174, mean 0.5187, scatter 0.0003 m_e
effective field, widest, 0.5 K = 11.16 T
effective field, widest, 4.0 K = 12.77 T
arithmetic mean field = 18.0 T, mass factor = 1.8000
mass with arithmetic mean field, first run = 0.9313 m_e
joint fit mass: first 0.5997, mean 0.6001, scatter 0.0002 m_e
joint fit T_D: first 2.0015, mean 1.9995, scatter 0.0016 K
L for 1 % bias = 0.0351 1/T, periods = 21.0
  B = 8.51 to 12.13 T, quadrature bias = -0.996 %
all tests passed
```
